# Third-order dispersion and the MP2.5 weight in oscillator and lattice models, part 1

(Sections cited here and not found follow in the second part.)

## Why MP2 overbinds screened systems, why MP3 overshoots, and when their average is right

For a stacked pair of aromatic molecules, MP2 at the basis-set limit gives too deep a well, MP3 gives too shallow a well, and the average of the two, MP2.5, lands near CCSD(T). Taken as a bare recipe, this pattern invites three errors. One may expect the third-order term always to be repulsive, and then misjudge a system in which MP2 underbinds. One may read the weight 1/2 as a constant of nature, and apply it where the correct weight is near 1 or even negative. One may expect MP3 to be an improvement on MP2, when for strong screening it can give dispersion of the wrong sign. All three are avoided once it is seen which piece of physics enters at which order.

The statement that screening enters first at third order is correct only in a restricted form. What enters first at third order is the whole intramonomer particle-hole kernel. Its Coulomb part screens and always weakens dispersion. Its exchange part contains an electron-hole attraction and can outweigh the Coulomb part. Overbinding by MP2 and overcorrection by MP3 are a theorem for the ring energy with the Coulomb part alone and a system-dependent outcome for the full kernel. The weight 1/2 is empirical, and a model of coupled oscillators shows the range of conditions in which it is close to ideal within that model. None of the electronic models below reproduces the pattern of the aromatic stack, so the reason the weight lies near 1/2 in real stacks is not established here.

### Setting and conventions

Take two closed-shell monomers A and B whose orbitals do not overlap and which exert no static field on each other. The second condition is exact in the lattice models used below. For real nonpolar molecules it holds for the leading \(R^{-6}\) term of second order in the intermonomer coupling, since a quadrupole field falls off as \(R^{-4}\) and enters that order only at \(R^{-8}\). The quadrupole–quadrupole energy, of first order in the coupling and falling as \(R^{-5}\), is a separate term not treated here. The dimer Hartree–Fock (HF) orbitals are then the monomer orbitals, taken real. In Møller–Plesset partitioning

\[
H = H_0 + W, \qquad W = W_A + W_B + V, \qquad V=\iint \frac{\delta\hat\rho_A(\mathbf r)\,\delta\hat\rho_B(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' ,
\]

where \(H_0\) is the sum of the monomer Fock operators, \(W_A\) and \(W_B\) are the monomer fluctuation potentials, and \(\delta\hat\rho=\hat\rho-\langle\hat\rho\rangle_{\rm HF}\). Only the product of fluctuations survives in \(V\), because every term containing a mean charge density is a static field. The quantity studied throughout is the part of the interaction energy of second order in \(V\). Exchange-repulsion and its correlation corrections are outside this setting.

Indices \(i,k\) (occupied) and \(a,c\) (virtual) belong to A, and \(j,b\) to B. A pair \(\mu=(ia)\) has gap \(\Delta_\mu=\varepsilon_a-\varepsilon_i\) and singlet state \(|\mu\rangle=E_{ai}|0\rangle/\sqrt2\), with \(E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}\). The norm is one because \(\langle0|E_{ia}E_{ai}|0\rangle=2\), one unit per spin. \(E_n\) denotes the contribution of order \(n\), so that MP2 is \(E_2\), MP3 is \(E_2+E_3\) and MP2.5 is \(E_2+E_3/2\).

Collecting order \(n\) in \((H_0+W)\psi=E\psi\) with \(\langle0|\psi_n\rangle=0\) gives \(E_n=\langle0|W|\psi_{n-1}\rangle\) and \(\psi_n=R\,[W\psi_{n-1}-\sum_{k\ge1}E_k\psi_{n-k}]\), where \(R=(1-|0\rangle\langle0|)/(E_0-H_0)\) has negative denominators. Thus \(\psi_1=RW|0\rangle\) and \(\psi_2=R(W-E_1)\psi_1\). Since \(\langle0|WR=\langle\psi_1|\),

\[
E_2=\langle0|W|\psi_1\rangle,\qquad E_3=\langle\psi_1|W-E_1|\psi_1\rangle .
\]

### Second order contains no kernel

The density operator is \(\hat\rho(\mathbf r)=\sum_{pq}\phi_p\phi_qE_{pq}\) up to the sign of the charge, which appears twice in \(V\) and cancels. Acting on \(|0\rangle\), the diagonal occupied terms reproduce the mean and are subtracted, and only single excitations remain: \(\delta\hat\rho_A|0\rangle=\sqrt2\sum_\mu\rho_\mu|\mu\rangle\) with \(\rho_\mu=\phi_i\phi_a\). The two factors \(\sqrt2\) give

\[
V|0\rangle=\sum_{\mu\beta}v_{\mu\beta}|\mu\beta\rangle,\qquad v_{\mu\beta}=2(ia|jb).
\]

The first-order state splits as \(\psi_1=\psi_V+\psi_A+\psi_B\), where \(\psi_A=RW_A|0\rangle\) holds double excitations within A (singles vanish by Brillouin's theorem) and

\[
\psi_V=-\sum_{\mu\beta}\tau_{\mu\beta}|\mu\beta\rangle,\qquad \tau_{\mu\beta}=\frac{v_{\mu\beta}}{\Delta_\mu+\Delta_\beta}.
\]

In \(E_2\) there are no cross terms, because \(W_A|0\rangle\), \(W_B|0\rangle\) and \(V|0\rangle\) lie in mutually orthogonal spaces that \(R\) does not mix. The interaction energy is

\[
E_2=-\sum_{\mu\beta}\frac{v_{\mu\beta}^2}{\Delta_\mu+\Delta_\beta}.
\]

Both powers of the perturbation are spent on \(V\). Each pair responds to the partner as if the other electrons of its own molecule were frozen, which is uncoupled HF response. This holds for any monomers under the two stated conditions.

### Third order is linear in the kernel

Sort \(E_3\) by powers of \(V\). The terms linear in \(V\) vanish. In \(\langle\psi_V|W_A+W_B|\psi_A\rangle\), \(W_A\) leaves B unexcited in the ket and excited in the bra, and \(W_B\) leaves a double against a single on A. In \(\langle\psi_A|V|\psi_A\rangle\) the factor \(\langle0|\delta\hat\rho_B|0\rangle\) is zero, and in \(\langle\psi_A|V|\psi_B\rangle\) the one-body operator \(\delta\hat\rho_A\) cannot reach a double from \(|0\rangle\). The cubic term \(\langle\psi_V|V|\psi_V\rangle\), which holds the intermonomer ladder contributions, carries at least three factors \(R^{-3}\) and is dropped. Two kinds of quadratic term remain:

\[
E_3=\langle\psi_V|W_A+W_B-E_1|\psi_V\rangle+2\langle\psi_V|V|\psi_A+\psi_B\rangle .
\]

For the first kind, write \(E_1=E_{1A}+E_{1B}\) and use \(W_A-E_{1A}=(H_A-E_{{\rm HF},A})-(H_{0A}-E_{0A})\). Between spin-orbital singles the Slater–Condon rules give \(\Delta\,\delta+(ia|kc)-(ik|ac)\,\delta_{\sigma\sigma'}\) for \(H_A-E_{\rm HF}\), where \(\sigma,\sigma'\) are the spins of the two excitations. The singlet combination sums over \(\sigma,\sigma'\) with a factor 1/2. The Coulomb integral occurs in all four spin cases and the exchange integral in two, so

\[
\langle\mu|W_A-E_{1A}|\nu\rangle=a_{\mu\nu}=2(ia|kc)-(ik|ac),\qquad \nu=(kc).
\]

The state of B is a spectator, and the contribution is \(\sum\tau_{\mu\beta}a_{\mu\nu}\tau_{\nu\beta}\), the two minus signs of \(\psi_V\) cancelling.

For the second kind, the part of the two-electron operator that creates doubles from \(|0\rangle\) is \(\tfrac12\sum(ia|kc)E_{ai}E_{ck}\), so

\[
\psi_A=-\tfrac12\sum T_{ia,kc}\,E_{ai}E_{ck}|0\rangle,\qquad T_{ia,kc}=\frac{(ia|kc)}{\Delta_{ia}+\Delta_{kc}} .
\]

To reach \(|\mu\beta\rangle\), \(V\) must excite B, which gives \(\sqrt2\rho_\beta\), and lower the double on A to a single, which only the terms \(\rho_\nu E_{kc}\) of \(\delta\hat\rho_A\) do. The element needed is \(\langle0|E_{ia}E_{kc}\,E_{a'i'}E_{c'k'}|0\rangle\). The holes \(i,k\) must match \(i',k'\) and the particles \(a,c\) must match \(a',c'\), which can be done in four ways. In two of them whole pairs match whole pairs, the element factorizes into two norms, and the value is \(2\cdot2=4\). In the other two the particles are crossed relative to the holes. This costs one fermion transposition, hence a minus sign, and ties all spins together, leaving two spin cases, so the value is \(-2\). Because \(T\) is symmetric under exchange of its two pairs, the two ways of each type cancel the factor 1/2, and the sum is \(4T_{ia,kc}-2T_{ic,ka}\). The denominators agree, since \(\Delta_{ic}+\Delta_{ka}=\Delta_{ia}+\Delta_{kc}\). With

\[
b_{\mu\nu}=2(ia|kc)-(ic|ka)
\]

the sum is \(2b_{\mu\nu}/(\Delta_\mu+\Delta_\nu)\). Including the \(1/\sqrt2\) of \(\langle\mu|\) and the sign of \(\psi_A\), \(\langle\mu|\delta\hat\rho_A|\psi_A\rangle=-\sqrt2\sum_\nu\rho_\nu b_{\mu\nu}/(\Delta_\mu+\Delta_\nu)\). Multiplying by \(\sqrt2\rho_\beta\) and integrating restores \(v_{\nu\beta}\), and the minus sign cancels against that of \(\psi_V\). The result is

\[
E_3=\sum_{\mu\nu\beta}\tau_{\mu\beta}\,a_{\mu\nu}\,\tau_{\nu\beta}+2\sum_{\mu\nu\beta}\tau_{\mu\beta}\frac{b_{\mu\nu}}{\Delta_\mu+\Delta_\nu}v_{\nu\beta}+(A\leftrightarrow B).
\]

The matrices \(a\) and \(b\) are the two-electron parts of the singlet TDHF matrices. Both formulas, for \(E_2\) and \(E_3\), are tested against Møller–Plesset theory carried out in the full determinant space of three lattice dimers described below, to a tolerance of \(10^{-7}|E_2|\).

### Coupled oscillators and the resummed value

Replace each singlet pair by a boson \(c_\mu\), and set

\[
H_0=\sum\Delta_\mu c^\dagger_\mu c_\mu,\quad W_A=\sum a_{\mu\nu}c^\dagger_\mu c_\nu+\tfrac12\sum b_{\mu\nu}(c^\dagger_\mu c^\dagger_\nu+c_\mu c_\nu),\quad V=\sum v_{\mu\beta}(c_\mu+c^\dagger_\mu)(c_\beta+c^\dagger_\beta).
\]

This model has the same \(\psi_V\) and the same \(\langle\mu|W_A|\nu\rangle=a_{\mu\nu}\). Its \(\psi_A\) is \(-\tfrac12\sum B_{\rho\nu}c^\dagger_\rho c^\dagger_\nu|0\rangle\) with \(B_{\rho\nu}=b_{\rho\nu}/(\Delta_\rho+\Delta_\nu)\), and \(\langle\mu|c_\nu|\psi_A\rangle=-B_{\mu\nu}\), since the two possible contractions cancel the 1/2. It therefore reproduces \(E_2\) and \(E_3\) exactly at order \(v^2\). From fourth order on it keeps only the repeated action of \(a\) and \(b\), the ring terms, and differs from the electronic problem.

For one mode per monomer and identical monomers, put \(c=(q+ip)/\sqrt2\). Then \(c^\dagger c=(q^2+p^2-1)/2\), \(c^2+c^{\dagger2}=q^2-p^2\) and \(c+c^\dagger=\sqrt2q\), so that up to a constant each monomer is \(\tfrac12Pp^2+\tfrac12Qq^2\), with

\[
P=\Delta+a-b,\qquad Q=\Delta+a+b,\qquad V=2v\,q_Aq_B .
\]

With \(q_\pm=(q_A\pm q_B)/\sqrt2\), \(V=v(q_+^2-q_-^2)\), and the modes have \(\omega_\pm^2=P(Q\pm2v)\). The interaction energy is the change of zero-point energy, \(\tfrac12(\omega_++\omega_-)-\Omega\) with \(\Omega^2=PQ\). Let \(\epsilon=2v/Q\). From \(\sqrt{1+\epsilon}+\sqrt{1-\epsilon}=2-\epsilon^2/4-5\epsilon^4/64-\dots\) the energy is \(-\tfrac18\Omega\epsilon^2(1+\tfrac5{16}\epsilon^2+\dots)\), and at order \(v^2\)

\[
E=-\frac{v^2}{2}\,\frac{P^{1/2}}{Q^{3/2}},\qquad r\equiv\frac{E}{E_2}=\Big(\frac P\Delta\Big)^{1/2}\Big(\frac Q\Delta\Big)^{-3/2},
\]

because \(E_2=-v^2/2\Delta\). The model requires \(P>0\) and \(Q>2|v|\). The term of \(r\) linear in the kernel is \([\tfrac12(a-b)-\tfrac32(a+b)]/\Delta\), so

\[
\frac{E_3}{E_2}=-\frac{a+2b}{\Delta},
\]

in agreement with the general formula, where each monomer gives \((a+2b)v^2/4\Delta^2\). The normal-mode energy is tested against diagonalization in Fock space, and \(E_2\) and \(E_3\) against the numerical perturbation series, for three choices of \((a,b)\), one with negative \(a\).

For many modes \(P\) and \(Q\) become the matrices \(\Delta+a\mp b\). Diagonalize \(P^{1/2}QP^{1/2}=U\Omega^2U^T\) and set \(q=Lx\) with \(L=P^{1/2}U\). The \(x_n\) are unit-mass oscillators with \(\langle n|x_n|0\rangle=(2\Omega_n)^{-1/2}\). With \(u=L_A^TvL_B\) and \(V=2\sum u_{nm}x_nx_m\), second order in \(V\) gives \(E=-\sum u_{nm}^2/[\Omega_n\Omega_m(\Omega_n+\Omega_m)]\). Partial fractions give

\[
\int_0^\infty\!\frac{d\omega}{(\Omega^2+\omega^2)(\Omega'^2+\omega^2)}=\frac{1}{\Omega'^2-\Omega^2}\Big(\frac{\pi}{2\Omega}-\frac{\pi}{2\Omega'}\Big)=\frac{\pi}{2\Omega\Omega'(\Omega+\Omega')} .
\]

Define \(\chi(i\omega)=2L(\Omega^2+\omega^2)^{-1}L^T=2[Q+\omega^2P^{-1}]^{-1}\), the second form following from inverting the product \(P^{1/2}(P^{1/2}QP^{1/2}+\omega^2)^{-1}P^{1/2}\). Then \({\rm Tr}[\chi_Av\chi_Bv^T]=4\sum u_{nm}^2/[(\Omega_n^2+\omega^2)(\Omega_m^2+\omega^2)]\), and

\[
E=-\frac1{2\pi}\int_0^\infty d\omega\,{\rm Tr}\,[\chi_A\,v\,\chi_B\,v^T].
\]

This is the Casimir–Polder energy with TDHF response. If \(a\) and \(b\) are scaled by \(\lambda\), the coefficient of \(\lambda^{n-2}\) in \(E(\lambda)\) is the order-\(n\) term of the oscillator series, because two orders are taken by \(V\). MP2 is \(E(0)\), and MP3 is the tangent \(E(0)+E'(0)\).

### Pure screening: alternation and the bracket

Keep only the Coulomb part, \(a=b=\kappa\). For one mode \(P=\Delta\) and \(Q=\Delta(1+x)\) with \(x=2\kappa/\Delta\), which is also the fractional stiffening of the static response, since \(\chi(0)=2/Q\). Then

\[
r=(1+x)^{-3/2}=1-\tfrac32x+\tfrac{15}8x^2-\tfrac{35}{16}x^3+\dots
\]

Successive binomial coefficients are in the ratio \(-(k+\tfrac32)/(k+1)\), which tends to \(-1\). The series alternates for \(x>0\) and converges for \(|x|<1\). At \(x=0.4\) the numerical series gives 1, \(-0.6\), 0.3, \(-0.14\) and 0.063 for orders 2 to 6 in units of \(E_2\), and is tested against the binomial coefficients. A 40% stiffening of the static response produces a 60% third-order correction. The factor 3/2 is amplification: the coupling in normal coordinates is \(u=vP\), unchanged by pure screening, and the denominator \(\Omega\cdot\Omega\cdot2\Omega\) carries three powers of \(\Omega=\Delta(1+x)^{1/2}\).

For many modes, the Coulomb kernel \(\kappa_{\mu\nu}=2(ia|kc)\) is positive semidefinite, because \(\sum y_\mu y_\nu(\mu|\nu)\) is the self-repulsion of the density \(\sum y_\mu\rho_\mu\). With \(\chi=2M^{-1}\) and \(M=\Delta+\omega^2\Delta^{-1}+2\lambda\kappa\), the rule \((M^{-1})'=-M^{-1}M'M^{-1}\) gives

\[
\chi'=-\chi\kappa\chi\preceq0,\qquad \chi''=-\chi'\kappa\chi-\chi\kappa\chi'=2(\kappa\chi)^T\chi\,(\kappa\chi)\succeq0 .
\]

The trace of a product of two positive semidefinite matrices is non-negative, and \(vXv^T\) inherits the definiteness of \(X\). The first derivative of the integrand, \({\rm Tr}[\chi_A'v\chi_Bv^T]+{\rm Tr}[\chi_Av\chi_B'v^T]\), is therefore non-positive. The second derivative, \({\rm Tr}[\chi_A''v\chi_Bv^T]+2{\rm Tr}[\chi_A'v\chi_B'v^T]+{\rm Tr}[\chi_Av\chi_B''v^T]\), is non-negative, the middle term being a product of two negative semidefinite factors. So \(|E(\lambda)|\) decreases and is convex. A decreasing function lies below its starting value, and a convex function lies above its tangent:

\[
E_2\le E\le E_2+E_3 .
\]

MP2 overbinds because it ignores screening. MP3 overcorrects because a straight line cannot follow the convex curve. The curvature has two sources. Within each monomer the induced counter-polarization is itself screened, which gives the terms with \(\chi''\). Both monomers are also screened at once, so that two reductions multiply, which gives the term with \(\chi_A'\) and \(\chi_B'\). For one mode on identical monomers \(\chi\) is the inverse of a linear function of \(\lambda\), so \(\chi''\chi=2\chi'^2\), and the two sources contribute two thirds and one third. The proof does not need the series to converge. The strict inequalities are tested on 40 random three-mode plus two-mode systems with \(E\) taken from normal modes. On four of them the Casimir–Polder integral is tested against the normal modes and its \(\lambda\) derivative against \(E_3\).

One extension is used later. If identical monomers have independent modes \(k\), each coupled only to its twin and each with its own \(x_k>-1\) of either sign, then \(E(\lambda)/E_2=\langle(1+\lambda x)^{-3/2}\rangle\), where the average is weighted by the share of each mode in \(E_2\). Every term is convex in \(\lambda\), so MP3 still underbinds, while MP2 overbinds only if \(\langle r\rangle<1\).

At second order in the intermonomer coupling, the intramonomer kernel first enters at \(E_3\), and for its Coulomb part alone the ring energy lies between MP2 and MP3. It remains to see what the exchange part changes, and when the weight 1/2 is close to ideal.
